\section*{Broadening and embedding for the density of states at a graphene vacancy}

\section{One cluster, two broadenings}

A disc of honeycomb lattice with radius 20~nm and 47\,970 atoms, with one atom missing at its centre, gives the local density of states (LDOS) on a neighbour of the vacancy at $E=0.2$~eV. With a broadening of $0.1$~eV the result differs from that of the infinite lattice by $0.04\%$ of the latter. With a broadening of $0.02$~eV, everything else held fixed, it differs by $20\%$.

The broadening $\eta$ is the setting discussed here. It enters as $z=E+i\eta$, $\eta>0$, in the Green function $G(z)=(z-H)^{-1}$. With
\begin{equation}
\rho_r(E)=-\frac1\pi\,\mathrm{Im}\,G_{rr}(E+i\eta),
\end{equation}
each level becomes a Lorentzian of half-width $\eta$. A finite cluster needs $\eta$ to hide its edge. An embedded calculation, in which the host is infinite from the start, does not, and its $\eta$ can be set by the resolution wanted.

The model has one orbital per site, hopping $-t$ between nearest neighbours and the Dirac point at $E=0$. The numbers use $t=2.7$~eV and lattice constant $a=0.246$~nm. LDOS values are per eV, per site and per spin.

\section{Embedding: invert only where the lattice changed}

Let $g=(z-H_0)^{-1}$ belong to the perfect lattice and let $H=H_0+V$, where $V$ acts only within a small set $D$. Multiplying $(z-H_0-V)G=1$ from the left by $g$ gives $G=g+gVG$. Its rows in $D$ form a closed set,
\begin{equation}
(1-g_{DD}V)\,G_{Dr'}=g_{Dr'} .
\end{equation}
Solving this and inserting it in $G=g+gVG$ yields
\begin{equation}
G_{rr'}=g_{rr'}+g_{rD}V(1-g_{DD}V)^{-1}g_{Dr'} .
\label{dyson}
\end{equation}
For a vacancy, $D$ holds the missing A atom, site 0, and its B neighbours $j=1,2,3$. Cutting the bonds means $V_{0j}=V_{j0}=+t$, which cancels the hopping $-t$. The matrix is $4\times4$ however far away $r$ lies. Altered energies or bonds among the neighbours are further entries of $V$.

For the bare vacancy there is a shorter form. Define
\begin{equation}
G_{rr'}=g_{rr'}-\frac{g_{r0}\,g_{0r'}}{g_{00}} .
\label{remove}
\end{equation}
Apply $z-H_0$ from the left. Since $(z-H_0)g=1$, the result is $\delta_{rr'}-\delta_{r0}\,g_{0r'}/g_{00}$, which is $\delta_{rr'}$ for $r\neq0$. Also $G_{0r'}=0$, so site 0 drops out of the matrix product. Hence (\ref{remove}) inverts $z-H_0$ restricted to the remaining sites, and that is the vacancy problem. In (\ref{dyson}) the isolated site 0 survives with $G_{00}=1/z$; this entry is an artefact and must not be plotted.

\section{The host function and its cost}

Let A in cell $R$ be bonded to B in cells $R$, $R+a_1$ and $R+a_2$. With $f=1+e^{ik_1}+e^{ik_2}$, the Bloch Hamiltonian has zero diagonal and $H_{AB}=-tf$. Inverting the $2\times2$ matrix gives
\begin{equation}
g_{AA}=\frac{z}{z^2-t^2|f|^2},\qquad g_{BA}=\frac{-tf^*}{z^2-t^2|f|^2}.
\label{bloch}
\end{equation}
Real-space elements are therefore combinations of
\begin{equation}
I_{mn}=\int\!\!\frac{dk_1dk_2}{(2\pi)^2}\,\frac{e^{i(mk_1+nk_2)}}{(z/t)^2-|f|^2},
\end{equation}
with $g_{00}=(z/t^2)I_{00}$. Write $1+e^{ik_1}=c\,e^{ik_1/2}$ with $c=2\cos(k_1/2)$, and $q=k_2-k_1/2$. Then $|f|^2=|c+e^{iq}|^2=1+c^2+2c\cos q$. With $W=(z/t)^2-1-c^2$, $\zeta=e^{iq}$ and $n\ge0$, the inner integral is
\begin{equation}
\int\!\frac{dq}{2\pi}\frac{e^{inq}}{W-2c\cos q}
=\oint\!\frac{d\zeta}{2\pi i}\,\frac{\zeta^n}{W\zeta-c\zeta^2-c}=\frac{x^n}{s}.
\end{equation}
The poles $(W\mp s)/2c$, with $s^2=W^2-4c^2$, have product 1, so one lies inside the unit circle. The sign of $s$ is chosen so that this is $x=(W-s)/2c=2c/(W+s)$. The denominator has derivative $W-2cx=s$ there, which gives the residue. For $n<0$, $q\to-q$ replaces $n$ by $|n|$.

The $k_1$ integral is an equally spaced sum of $N$ points. Its integrand is singular where $W^2=4c^2$, that is at $c=\pm1\pm z/t$. Because $|dc/dk_1|=|\sin(k_1/2)|\le1$, these points lie at least about $\eta/t$ from the real axis when $\eta\ll t$. For a periodic analytic integrand the error then falls roughly as $e^{-N\eta/t}$. The choice $N=40\,t/\eta$ is generous and gives 5400 points for a broadening of $0.02$~eV. Halving $\eta$ doubles this number.

All of $g_{DD}$ follows from $g_{00}$. Row 0 of $(z-H_0)g=1$, taken in column 0 and in column 1, reads
\begin{align}
z g_{00}+3t\,g_{10}&=1, & g_{10}&=\frac{1-zg_{00}}{3t},\label{near}\\
z g_{01}+t(g_{11}+2g_{12})&=0, & g_{12}&=-\frac{zg_{10}}{2t}-\frac{g_{00}}2,
\end{align}
where threefold symmetry makes the three neighbours equivalent, inversion about a bond centre gives $g_{11}=g_{00}$, and the real symmetric hopping gives $g_{01}=g_{10}$. Equation (\ref{remove}) becomes
\begin{equation}
G_{11}=g_{00}-\frac{(1-zg_{00})^2}{9t^2g_{00}} .
\label{g11}
\end{equation}
The LDOS beside a bare vacancy thus needs one host function and no matrix solve.

At $z=0.5+0.4i$~eV, the embedded results were compared with sparse inversion of a 10~nm cluster in four cases: the bare vacancy, altered neighbours, a site outside $D$, and added second-neighbour hopping. The largest relative difference was $2\times10^{-7}$.

\section{What broadening does to the resonance}

The limit of small $z$ shows which outputs depend on $\eta$. Put $z=iy$ and $\kappa=y/t\ll1$. Then $W<0$, so $s$ is negative, and
\begin{equation}
s^2=(1-c^2)^2+2\kappa^2(1+c^2)+\kappa^4,\quad 1-c^2=-(1+2\cos k_1).
\end{equation}
The integral of $1/|s|$ is dominated by $k_1=\pm2\pi/3$, where $c^2=1$ and $|s|\approx\sqrt{3p^2+4\kappa^2}$ at distance $p$. Choose $\kappa\ll\delta\ll1$. Within $\delta$ of each point,
\begin{equation}
\int_{-\delta}^{\delta}\!\frac{dp}{\sqrt{3p^2+4\kappa^2}}
=\frac2{\sqrt3}\,\mathrm{arsinh}\frac{\sqrt3\,\delta}{2\kappa}
\approx\frac2{\sqrt3}\ln\frac{\sqrt3\,\delta}{\kappa}.
\end{equation}
Outside, set $\kappa=0$ and $u=\tan(k_1/2)$. Then $dk_1/(1+2\cos k_1)=2\,du/(3-u^2)$, with antiderivative $\frac1{\sqrt3}\ln\left|\frac{\sqrt3+u}{\sqrt3-u}\right|$. At the cuts $|u-\sqrt3|\approx2\delta$, since $du/dk_1=(1+u^2)/2=2$. Each side of each point contributes $\frac1{\sqrt3}\ln(\sqrt3/\delta)$. Adding two points and dividing by $2\pi$,
\begin{equation}
-I_{00}\approx\frac{2}{\sqrt3\,\pi}\left[\ln\frac{\sqrt3\,\delta}{\kappa}+\ln\frac{\sqrt3}{\delta}\right]
=\frac{1}{\sqrt3\,\pi}\ln\frac{9}{\kappa^2}.
\end{equation}
Since $y^2=-z^2$, continuation into the upper half-plane gives
\begin{equation}
g_{00}\approx-\frac{z\Lambda}{\sqrt3\,\pi t^2},\qquad \Lambda=\ln\!\left(-\frac{9t^2}{z^2}\right).
\label{low}
\end{equation}
At $z=0.01+0.01i$~eV its relative error is $8\times10^{-6}$.

The most singular part of (\ref{g11}) is $-1/(9t^2g_{00})=\pi/(3\sqrt3\,z\Lambda)$. For $\eta\to0$, $\Lambda=L+i\pi\,\mathrm{sgn}E$ with $L=\ln(9t^2/E^2)$, so
\begin{equation}
\rho_1(E)\approx\frac{\pi}{3\sqrt3\,|E|\,(L^2+\pi^2)} .
\label{law}
\end{equation}
At $E=0$ with finite $\eta$, $\Lambda=\ln(9t^2/\eta^2)$ and
\begin{equation}
\rho_1(0)\approx\frac1{3\sqrt3\,\eta\,\ln(9t^2/\eta^2)} .
\label{peak}
\end{equation}
For $\eta=0.01$~eV the logarithm is $13.4$ and the height $1/(5.196\times0.01\times13.4)=1.44$, as computed in full. At $0.02$~eV the full height is $0.80$ and at $0.1$~eV it is $0.23$. The peak height thus measures mainly the setting.

A weight in an energy window is a better quantity to report. With $dL=-2\,dE/E$, (\ref{law}) integrates to
\begin{equation}
w(\epsilon)=\int_{-\epsilon}^{\epsilon}\!\rho_1dE
=\frac{1}{3\sqrt3}\int_{L(\epsilon)}^\infty\!\frac{\pi\,dL}{L^2+\pi^2}
=\frac{\arctan[\pi/L(\epsilon)]}{3\sqrt3}.
\end{equation}
For $\epsilon=0.1$~eV, $L=8.79$ and $w=0.0661$; the full function gives $0.0663$. For $0.01$~eV both give $0.0443$. A window ten times narrower keeps two thirds of the weight, yet $w\to0$ as $\epsilon\to0$: there is no discrete level at zero energy.

These weights hold for $\eta\to0$; the full values come from integrating $G_{11}$ along the semicircle $|z|=\epsilon$ in the upper half-plane, which needs no broadening. Integrating an LDOS already broadened by $0.02$~eV gives $0.059$ for $\epsilon=0.1$~eV and only $0.015$ for $0.01$~eV. A weight taken from a broadened curve therefore needs a window much wider than $\eta$.

Broadening also acts beside the peak. At $E=0.1$~eV, (\ref{law}) gives $0.069$, but the full value at $\eta=0.01$~eV is $0.088$. To first order in $\eta$, broadening adds $-(\eta/\pi)\,d\,\mathrm{Re}\,G_{11}/dE$. The singular part has $\mathrm{Re}\,G_{11}=\rho_1L$, whose slope here is about $-5.0$~eV$^{-2}$, so the tail of the peak adds $0.016$. The term $g_{00}$ in (\ref{g11}) adds $0.003$.

\section{Reading the LDOS away from the vacancy}

For $z\to0$, (\ref{bloch}) gives $g_{BA}\to1/(tf)$. Near each of the two Dirac points $f=(\sqrt3a/2)(p_x\pm ip_y)$ up to a phase, where $\mathbf p$ is measured from that point. The Fourier transform of $1/p^2$ is $-\ln r/2\pi$ plus a constant, so that of $\mathbf p/p^2$ is $i\mathbf r/2\pi r^2$. With cell area $\sqrt3a^2/2$, each valley contributes magnitude $a/(2\pi tr)$. The two contributions are complex conjugates and interfere:
\begin{equation}
|g_{r0}|\approx\frac{a}{\pi t\,r}\,|\cos\phi_r|,\qquad a\ll r\ll \hbar v/|z| .
\end{equation}
Here $\hbar v=\sqrt3\,at/2=0.575$~eV\,nm is the slope of $t|f|$, and $\phi_r$ changes by multiples of $2\pi/3$ from cell to cell, apart from a slow dependence on direction. The prefactor is $0.0290$~nm/eV; lattice values near 15~nm, combined over three successive cells along $a_1$, agree with it within $0.2\%$.

By (\ref{remove}) and (\ref{low}), a B site at $E=0$ gains $\sqrt3\,t^2g_{r0}^2/(\eta\Lambda)$, which for $r\ll\hbar v/\eta$ falls as $1/r^2$ times $\cos^2\phi_r$. Farther out it falls faster: at $\eta=0.02$~eV, where $\hbar v/\eta=29$~nm, the average over three successive cells along $a_1$ is already $16$--$20\%$ below this law at 10~nm, depending on direction. The area integral of $1/r^2$ diverges logarithmically, in accord with the absence of a bound state. One site can mislead. At $1.85$~nm, with $\eta=0.02$~eV, the envelope would allow a gain of $0.013$, but the LDOS is $0.0021$ against $0.0019$ in the perfect lattice. The inferred $|\cos\phi_r|$ is about $0.1$, so this site is near a node. The decay with distance should be read from groups of three successive cells along $a_1$ or $a_2$. Along $a_1+a_2$ the valley phase does not change from cell to cell, so such a group does not average it.

On A sites at $E=0$ both $g_{00}$ and $g_{r0}$ are imaginary, because $I_{mn}$ is then real for A--A pairs. Writing them as $-i\alpha$ and $-i\beta$, (\ref{remove}) gives $-i(\alpha-\beta^2/\alpha)$: the LDOS is lowered. At the nearest A site it is $0.0016$.

\section{How large a cluster must be}

A wave leaving the vacancy has wavenumber $(E+i\eta)/\hbar v$ and decays as $e^{-\eta r/\hbar v}$. To affect the LDOS at the centre it must reach the edge and return, so the edge enters on the scale
\begin{equation}
e^{-2\eta R/\hbar v}.
\label{damp}
\end{equation}
This is an estimate: the velocity depends on direction away from the Dirac point, and the edge sets a prefactor. At $\eta=0.1$~eV, with the largest relative error taken over $E=0$, $0.2$ and $0.5$~eV:
\begin{center}
\begin{tabular}{rrcc}
$R$ (nm) & sites & error & $e^{-2\eta R/\hbar v}$\\
5 & 3006 & $1.3\times10^{-1}$ & $1.8\times10^{-1}$\\
10 & 11\,997 & $6.3\times10^{-3}$ & $3.1\times10^{-2}$\\
15 & 26\,958 & $2.4\times10^{-3}$ & $5.4\times10^{-3}$\\
20 & 47\,970 & $4.1\times10^{-4}$ & $9.5\times10^{-4}$
\end{tabular}
\end{center}
The errors follow the scale within a factor of five and lie below it in these four cases.

For $R=20$~nm and $\eta=0.02$~eV the exponent is $2\times0.02\times20/0.575=1.39$ and the factor is $0.25$. A quarter of the amplitude survives the round trip, so an error of $20\%$ is consistent with the estimate; the LDOS is $0.074$ instead of $0.061$. The factor is a scale, not a bound: the error oscillates with $E$ and $R$, reaching $33\%$ at $E=0.11$~eV, and at $E=0.2$~eV it is $-11\%$ for $R=19.5$~nm. Equivalently, the round-trip phase $2ER/\hbar v$ advances by $2\pi$ when $E$ rises by $\pi\hbar v/R=0.09$~eV, and with a broadening well below this value the interference shows in the LDOS. The peaks of the LDOS can lie closer together than this.

Setting (\ref{damp}) equal to a target $\tau$ gives
\begin{equation}
R\approx\frac{\hbar v}{2\eta}\ln\frac1\tau .
\end{equation}
For $\eta=0.02$~eV and $\tau=10^{-3}$ this is 99~nm, or about $1.2$ million atoms at the same density. The atom count grows as $\eta^{-2}$, the embedded $k_1$ sum as $\eta^{-1}$. Near the Dirac point one should therefore fix $\eta$ first and then choose $R$. Agreement between clusters at a large $\eta$ does not ensure agreement at a smaller one.

\section{When a smaller broadening stops being informative}

Perturbations near the vacancy move the resonance. Close to $z=0$, (\ref{near}) gives $g_{j0}\approx1/3t$, so all nine elements of $G$ among the neighbours share the singular part $-1/(9t^2g_{00})$. On the symmetric state $|s\rangle=(1,1,1)/\sqrt3$ they add to $\lambda=-1/(3t^2g_{00})=\pi/(\sqrt3\,z\Lambda)$. A perturbation with $\langle s|V|s\rangle=u$ turns $\lambda$ into $1/(1/\lambda-u)$. To leading order in $1/L$ the peak lies where the real part of the denominator vanishes,
\begin{equation}
E\,\ln\frac{9t^2}{E^2}\approx\frac{\pi u}{\sqrt3}.
\label{shift}
\end{equation}

A weak reconstruction bond, hopping $-0.5$~eV between two neighbours, has $u=-2(0.5)/3=-0.33$~eV. Equation (\ref{shift}) gives $-0.062$~eV. The full calculation, with peaks here and below read at $\eta=0.02$~eV on a grid of about $0.002$~eV, gives the same value. Agreement this close is partly accidental, since the peak position itself depends on the broadening: at $\eta=0.002$~eV it is $-0.058$~eV.

Second-neighbour hopping $-t'$ with $t'=0.1$~eV acts on the B sublattice as $-t'(C^\dagger C-3)$, where $C$ sums the B amplitudes around each A site. The constant $3t'$ moves the Dirac point. The row of $C$ for the missing atom is $\sqrt3\langle s|$, and the other rows vanish on the resonance at leading order. Hence $u=-3t'=-0.3$~eV, and (\ref{shift}) gives $-0.054$~eV from the Dirac point; the full result is $-0.056$~eV, and $-0.051$~eV at $\eta=0.002$~eV. Reversing the sign of $t'$ reverses the shift. In graphene the $\pi^*$ band is wider than the $\pi$ band, which corresponds to $t'<0$ in this convention; at $\eta=0.02$~eV the peak then lies at about $+0.055$~eV for $t'=-0.1$~eV and $+0.13$~eV for $t'=-0.2$~eV.

For spin, a mean field with $U=3$~eV on the three neighbours alone shifts their energies by $\mp Um/2$, where $m=n_\uparrow-n_\downarrow$. With the Fermi level at the Dirac point, $n=\frac12+\frac1\pi\int_0^\infty\mathrm{Re}\,G_{11}(iy)\,dy$, because a level at $\varepsilon$ contributes $-\frac12\mathrm{sgn}\,\varepsilon$ to the second term. Self-consistency gives $m=0.09$ and a peak splitting of $0.04$~eV. Exchange on more distant B sites is omitted.

The hopping and lattice constant are typical of graphene; $t'$, $U$ and the bond strength are rough. Real vacancies break the assumptions of an unrelaxed lattice and electron--hole symmetry, and each of the two corresponding terms moves the peak by about $0.06$~eV for the values chosen here; the size and the direction of each shift follow the parameter. Dangling $\sigma$ bonds, full relaxation, charging and other vacancies are not included. At 300~K the thermal window, the full width at half maximum $2\ln(3+2\sqrt2)\,k_BT$ of $-df/dE$, is $0.09$~eV; at 5~K it is $0.0015$~eV.

In room-temperature tunnelling spectra, features of the bare model much narrower than $0.1$~eV are therefore not resolved. At low temperature $\eta=0.01$--$0.02$~eV can resolve shifts of $0.06$~eV, but a sharper peak at $E=0$ describes the bare model, not a particular vacancy. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
hopping t = 2.7 eV, lattice constant a = 0.246 nm
hbar*v = 0.5752 eV nm, v = 8.739e+05 m/s
worst Dyson-cluster difference, eta 0.4 eV: 2.0e-07
low-energy g00, relative error at |z|=0.014 eV: 8.2e-06
LDOS in 1/eV per site per spin throughout
Neighbour of vacancy, eta = 0.01 eV: E (eV), LDOS, perfect lattice
   0.00    1.43781    0.00107
   0.05    0.16203    0.00192
   0.10    0.08787    0.00307
   0.20    0.05649    0.00549
   0.50    0.04311    0.01305
   1.00    0.04788    0.02666
E = 0, eta = 0.02 eV: sublattice, distance (nm), LDOS
  B   0.142  0.803102
  A   0.246  0.001580
  B   0.284  0.549697
  B   0.864  0.048099
  B   1.846  0.002073
  A   0.984  0.001754
  perfect lattice  0.001927
Weight on one neighbour: window +-eV, full, low-energy law
   0.01  0.04434  0.04434
   0.10  0.06632  0.06607
r*|g_r0| envelope near 14.9 nm: 0.02895 nm/eV, law 0.02900 nm/eV
Infinite lattice, neighbour, eta = 0.1 eV: E (eV), LDOS
   0.0  0.225135
   0.2  0.087561
   0.5  0.051939
Clusters: R (nm), sites, LDOS(E=0), max rel. error, exp(-2 eta R/hv)
     5    3006  0.194788  1.35e-01  1.76e-01
    10   11997  0.223712  6.32e-03  3.09e-02
    15   26958  0.225382  2.41e-03  5.43e-03
    20   47970  0.225042  4.13e-04  9.55e-04
R = 20 nm, E = 0.2 eV: rel. error 3.55e-04 at eta 0.1 eV
  and 2.05e-01 at eta 0.02 eV
  there LDOS: infinite 0.06109, cluster 0.07361
Neglected effects (peaks read at eta = 0.02 eV, grid 0.002 eV)
  bare vacancy peak: 0.000 eV
  second-neighbour hopping 0.1 eV: peak -0.056 eV from Dirac point
  bond 0.5 eV between two neighbours: peak -0.062 eV
  U = 3.0 eV: moment per neighbour 0.089 (n_up - n_down)
  U = 3.0 eV: spin splitting of the peak 0.044 eV
  thermal width: 0.0911 eV at 300 K, 0.00152 eV at 5 K
\end{verbatim}
